# Tunnelling through a rectangular barrier: exact transmission, opaque limit and WKB, part 1

(Sections cited here and not found follow in the second part.)

### Definitions and conventions

A particle of mass \(m\), the same everywhere, moves in one dimension in the potential \(V(x)=V_0\) for \(0<x<d\) and \(V(x)=0\) outside. Its energy lies below the top of the barrier, \(0<E<V_0\). SI units are used and all constants are kept. Stationary states carry the time factor \(e^{-iEt/\hbar}\), so that \(e^{ikx}\) with \(k>0\) moves to the right. The spatial part obeys

\[ \psi''(x)=\frac{2m}{\hbar^2}\,[V(x)-E]\,\psi(x). \tag{1} \]

The wave number outside and the decay constant inside are the positive numbers

\[ k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar},\qquad k^2+\kappa^2=\frac{2mV_0}{\hbar^2}, \tag{2} \]

and two abbreviations recur:

\[ u=e^{-2\kappa d},\qquad P=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}. \tag{3} \]

The probability current is \(j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')\). It does not depend on \(x\): its derivative is \((\hbar/m)\,\mathrm{Im}(|\psi'|^2+\psi^*\psi'')\), and both terms are real, the second by (1) because \(V\) is real. The transmission \(T\) is the transmitted current divided by the incident current.

At each face \(\psi\) and \(\psi'\) are continuous. Integrating (1) from \(-\epsilon\) to \(\epsilon\) gives \(\psi'(\epsilon)-\psi'(-\epsilon)\) on the left and the integral of a bounded function over a length \(2\epsilon\) on the right, which vanishes as \(\epsilon\to0\). Hence \(\psi'\) has no jump, and \(\psi\), its integral, has none either. The argument needs \(V_0\) finite.

### The exact transmission

For a wave of unit amplitude incident from the left, with nothing incident from the right,

\[ \psi=\begin{cases} e^{ikx}+r\,e^{-ikx}, & x<0,\\ B\,e^{-\kappa x}+C\,e^{\kappa x}, & 0<x<d,\\ \tau\,e^{ik(x-d)}, & x>d.\end{cases} \tag{4} \]

On the right \(\psi^*\psi'=ik|\tau|^2\), so \(j=(\hbar k/m)|\tau|^2\). On the left \(\psi^*\psi'=ik\,[1-|r|^2+r^*e^{2ikx}-re^{-2ikx}]\). The last two terms are a number minus its complex conjugate, which is imaginary, and after multiplication by \(ik\) they are real and do not contribute. Thus \(j=(\hbar k/m)(1-|r|^2)\), the incident current is \(\hbar k/m\), and

\[ T=|\tau|^2,\qquad |r|^2+T=1. \tag{5} \]

Inside, \(\psi^*\psi'=\kappa\,[-|B|^2e^{-2\kappa x}+|C|^2e^{2\kappa x}+B^*C-C^*B]\), so

\[ j=\frac{2\hbar\kappa}{m}\,\mathrm{Im}(B^*C). \tag{6} \]

Without the growing term \(Ce^{\kappa x}\), equation (6) would give zero current, so both terms must be kept.

The simplest route starts at the right face, where only one unknown appears: \(\psi(d)=\tau\) and \(\psi'(d)=ik\tau\). The solution of \(\psi''=\kappa^2\psi\) with these values at \(x=d\) is

\[ \psi(x)=\tau\left[\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d)\right], \tag{7} \]

as setting \(x=d\) in it and in its derivative confirms. At \(x=0\), with \(\cosh\) even and \(\sinh\) odd,

\[ \psi(0)=\tau\left[\cosh\kappa d-\frac{ik}{\kappa}\sinh\kappa d\right],\qquad \frac{\psi'(0)}{ik}=\tau\left[\cosh\kappa d+\frac{i\kappa}{k}\sinh\kappa d\right]. \tag{8} \]

The second relation follows from \(\psi'(0)=\tau[-\kappa\sinh\kappa d+ik\cosh\kappa d]\) and \(-1/i=i\). From the left, (4) gives \(\psi(0)=1+r\) and \(\psi'(0)/(ik)=1-r\). Half the sum and half the difference of the two relations (8) are therefore \(1\) and \(r\):

\[ \frac1\tau=\cosh\kappa d+i\,\frac{\kappa^2-k^2}{2k\kappa}\sinh\kappa d,\qquad r=-i\tau\,\frac{k^2+\kappa^2}{2k\kappa}\sinh\kappa d. \tag{9} \]

The modulus squared of \(1/\tau\) is the sum of the squares of its real and imaginary parts. With \(\cosh^2=1+\sinh^2\),

\[ \frac1T=1+\left[1+\frac{(\kappa^2-k^2)^2}{4k^2\kappa^2}\right]\sinh^2\kappa d, \]

and since \(4k^2\kappa^2+(\kappa^2-k^2)^2=(k^2+\kappa^2)^2\),

\[ T=\left[1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa d\right]^{-1}=\left[1+\frac{4}{P}\sinh^2\kappa d\right]^{-1}. \tag{10} \]

This is exact for all \(d\) and all \(0<E<V_0\). The second relation (9) gives \(|r|^2=T\,(4/P)\sinh^2\kappa d\), and (10) turns \(T+|r|^2\) into \(T\cdot T^{-1}=1\), in agreement with (5).

### The opaque limit and its error

From \(\sinh\kappa d=(e^{\kappa d}-e^{-\kappa d})/2\) follows \(4\sinh^2\kappa d=u^{-1}-2+u\). Inserting this in (10) and multiplying numerator and denominator by \(Pu\) gives a second exact form,

\[ T=\frac{Pu}{1+(P-2)u+u^2}. \tag{11} \]

For \(u\ll1\) the denominator tends to one, and \(T\) tends to the opaque-barrier value

\[ T_{\rm op}=Pu=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}. \tag{12} \]

The factor 16 is the product of the 4 in \(4k^2\kappa^2\) and the 4 in \(\sinh^2\kappa d\approx e^{2\kappa d}/4\). The exponent is \(2\kappa d\) and not \(\kappa d\) because \(T\) is the square of an amplitude.

By (2), \(k^2/(k^2+\kappa^2)=E/V_0\) and \(\kappa^2/(k^2+\kappa^2)=1-E/V_0\), so

\[ P=16\,\frac{E}{V_0}\left(1-\frac{E}{V_0}\right). \tag{13} \]

With \(\xi=E/V_0\), the identity \(\xi(1-\xi)=\tfrac14-(\xi-\tfrac12)^2\) shows that \(0<P\le4\), with the maximum at \(E=V_0/2\), where \(k=\kappa\). The condition \(P=1\) reads \(16\xi^2-16\xi+1=0\), with roots \(\xi=(2\pm\sqrt3)/4\), that is \(0.06699\) and \(0.93301\). Between these values \(P>1\), and outside them \(P\) falls to zero.

Dividing (12) by (11) gives the relative error without approximation, and \(|P-2|\le2\) bounds it:

\[ \frac{T_{\rm op}}{T}-1=(P-2)u+u^2,\qquad \left|\frac{T_{\rm op}}{T}-1\right|\le 2u+u^2. \tag{14} \]

The only condition for (12) is therefore \(e^{-2\kappa d}\ll1\), whatever the value of \(k\). For small \(u\) the opaque formula lies above the exact value when \(P>2\) and below it when \(P<2\). A prefactor larger than one is no contradiction, since \(P\) alone is not a probability. When \(u\) is not small, \(T_{\rm op}\) can itself exceed one, which marks the failure of the limit.

### The origin of the prefactor

The factor \(P\) comes from the two faces. Consider first a single step at \(x=0\) with the barrier extending to infinity. The wave \(e^{ikx}+r_0e^{-ikx}\) joins \(t_{\rm in}e^{-\kappa x}\), so \(1+r_0=t_{\rm in}\) and \(ik(1-r_0)=-\kappa t_{\rm in}\). Eliminating \(r_0\) gives \(ik(2-t_{\rm in})=-\kappa t_{\rm in}\), hence \(t_{\rm in}=2ik/(ik-\kappa)=2k/(k+i\kappa)\). Next, a wave \(e^{-\kappa(x-d)}\) meeting the right face generates \(\rho\,e^{\kappa(x-d)}\) inside and \(t_{\rm out}e^{ik(x-d)}\) outside, with \(1+\rho=t_{\rm out}\) and \(-\kappa(1-\rho)=ik(1+\rho)\). Solving,

\[ t_{\rm in}=\frac{2k}{k+i\kappa},\qquad \rho=\frac{\kappa+ik}{\kappa-ik},\qquad t_{\rm out}=\frac{2\kappa}{\kappa-ik}=\frac{2i\kappa}{k+i\kappa}. \tag{15} \]

In (4) the right face requires \(Ce^{\kappa d}=\rho Be^{-\kappa d}\), or \(C=\rho uB\), and \(\tau=t_{\rm out}Be^{-\kappa d}\). At the left face the term \(Ce^{\kappa x}\) is the mirror image of the case just solved, so it generates \(\rho Ce^{-\kappa x}\), and by linearity \(B=t_{\rm in}+\rho C=t_{\rm in}+\rho^2uB\). Therefore

\[ \tau=\frac{t_{\rm in}t_{\rm out}\,e^{-\kappa d}}{1-\rho^2u}=t_{\rm in}t_{\rm out}\,e^{-\kappa d}\sum_{n=0}^\infty(\rho^2u)^n. \tag{16} \]

The series converges because \(|\rho|=1\) (numerator and denominator are complex conjugates) and \(u<1\). The moduli are \(|t_{\rm in}|^2=4k^2/(k^2+\kappa^2)\) and \(|t_{\rm out}|^2=4\kappa^2/(k^2+\kappa^2)\), whose product is \(P\). Writing \(\rho=(\kappa+ik)^2/(k^2+\kappa^2)\) gives \(\mathrm{Im}\,\rho=2k\kappa/(k^2+\kappa^2)\), and for a number of unit modulus \(\mathrm{Re}\,\rho^2=1-2(\mathrm{Im}\,\rho)^2=1-P/2\). Then \(|1-\rho^2u|^2=1-2u\,\mathrm{Re}\,\rho^2+u^2=1+(P-2)u+u^2\), which reproduces (11). The opaque limit is the term \(n=0\): one factor for entering, one for the decay and one for leaving. Each further term is a round trip inside the barrier and costs a factor \(u\). The number \(|t_{\rm in}|^2\) is a ratio of densities and not a transmission probability, since an infinite step reflects everything.

### The WKB solutions

Let \(V(x)\) now be a general barrier, and \(p^2(x)=2m[E-V(x)]\). Substituting \(\psi=e^{iS/\hbar}\), for which \(\psi''=(iS''/\hbar-S'^2/\hbar^2)\psi\), into (1) gives

\[ i\hbar S''-S'^2+p^2=0. \tag{17} \]

With \(S=S_0+\hbar S_1+\dots\), the order \(\hbar^0\) is \(S_0'=\pm p\). The order \(\hbar^1\) is \(iS_0''-2S_0'S_1'=0\), so \(S_1'=ip'/(2p)\), \(S_1=(i/2)\ln p\) and \(e^{iS_1}=p^{-1/2}\). With \(p=\hbar k(x)\) where \(E>V\) and \(p=i\hbar\kappa(x)\) where \(E<V\), and constant factors dropped, the approximate solutions are

\[ k^{-1/2}\exp\Big(\pm i\!\int\! k\,dx\Big),\qquad \kappa^{-1/2}\exp\Big(\pm\!\int\!\kappa\,dx\Big). \tag{18} \]

The expansion treats \(\hbar S''\) as small beside \(S'^2\), which requires \(|k'|\ll k^2\) and \(|\kappa'|\ll\kappa^2\). The error can be displayed exactly. The function \(w=\kappa^{-1/2}\exp(\mp\int\kappa)\) has \(w'/w=\mp\kappa-\kappa'/(2\kappa)\). In \(w''/w=(w'/w)'+(w'/w)^2\) the first term is \(\mp\kappa'-\kappa''/(2\kappa)+\kappa'^2/(2\kappa^2)\) and the second is \(\kappa^2\pm\kappa'+\kappa'^2/(4\kappa^2)\), so

\[ \frac{w''}{w}=\kappa^2+\frac34\left(\frac{\kappa'}{\kappa}\right)^2-\frac{\kappa''}{2\kappa}. \tag{19} \]

For the rectangular barrier \(\kappa\) and \(k\) are constant in each region, so (18) is exact there. The conditions fail only at the faces, where \(V\) jumps. For a smooth barrier they fail near the turning points \(x_1<x_2\), where \(V=E\) and \(k\) and \(\kappa\) vanish. In both cases the solutions (18) on the two sides must be joined by another means, and this joining decides the prefactor.

The WKB estimate takes the square of the decay between the turning points,

\[ T_{\rm WKB}=e^{-2\theta},\qquad \theta=\int_{x_1}^{x_2}\kappa(x)\,dx, \tag{20} \]

which for the rectangle is \(T_{\rm WKB}=u\). Its prefactor is one. The next section derives this value for smooth turning points and shows that abrupt faces give \(P\) instead, which equals one only at the two energies found above.

### The prefactor of a symmetric opaque barrier

Take a barrier symmetric about its midpoint, with \(e^{-2\theta}\ll1\). Let \(f_L\) be the real solution of (1) that decays into the barrier from the left. Being real, it continues outside as a standing wave:

\[ f_L=\kappa^{-1/2}e^{-\int_{x_1}^x\kappa}\ \text{ inside},\qquad f_L=k^{-1/2}\big(\alpha e^{i\Phi}+\alpha^*e^{-i\Phi}\big)\ \text{ for } x<x_1, \tag{21} \]

with \(\Phi=\int_{x_1}^xk\,dx'\). The complex number \(\alpha\) is a property of the edge. The mirror image \(f_R\) equals \(\kappa^{-1/2}\exp(-\int_x^{x_2}\kappa)\) inside and \(k^{-1/2}(\alpha e^{-i\Psi}+\alpha^*e^{i\Psi})\) for \(x>x_2\), with \(\Psi=\int_{x_2}^xk\,dx'\); in both functions \(\alpha\) multiplies the wave running toward the barrier.

The Wronskian \(W[f,g]=fg'-f'g\) of two solutions of (1) is constant, because \(W'=fg''-f''g=0\). Inside, the logarithmic derivatives of \(f_R\) and \(f_L\) differ by \(2\kappa\) and their product is \(e^{-\theta}/\kappa\), so \(W[f_L,f_R]=2e^{-\theta}\). The scattering solution is a combination \(\psi=c_Lf_L+c_Rf_R\), and since \(W[f_R,f_R]=0\),

\[ W[\psi,f_R]=2c_L\,e^{-\theta}. \tag{22} \]

On the right \(\psi=\eta\,k^{-1/2}e^{i\Psi}\). Its Wronskian with the \(e^{i\Psi}\) part of \(f_R\) vanishes. With the \(e^{-i\Psi}\) part the logarithmic derivatives differ by \(-2ik\) and the product is \(\eta\alpha/k\), so \(W[\psi,f_R]=-2i\alpha\eta\). Comparison with (22) gives \(|\eta|=|c_L|e^{-\theta}/|\alpha|\).

The incident amplitude is \(c_L\alpha\) plus a contribution of \(c_Rf_R\), which is negligible for the following reason. The function \(f_L\) has decayed to order \(e^{-\theta}\) at the right edge, so \(W[\psi,f_L]=-2c_Re^{-\theta}\) evaluated there is of order \(\eta e^{-\theta}\), and \(c_R\) is of order \(\eta\), that is \(c_Le^{-\theta}\). At the left edge \(f_R\) is itself of order \(e^{-\theta}\), so the correction is of relative order \(e^{-2\theta}\). A wave \(Ak^{-1/2}e^{i\Phi}\) carries the current \((\hbar/m)|A|^2\), so \(T=|\eta|^2/|c_L\alpha|^2\), or

\[ T\approx\frac{e^{-2\theta}}{|\alpha|^4}. \tag{23} \]

**Abrupt edge.** Continuity of \(f_L\) and \(f_L'\) at \(x=0\) gives \(k^{-1/2}(\alpha+\alpha^*)=\kappa^{-1/2}\) and \(ik^{1/2}(\alpha-\alpha^*)=-\kappa^{1/2}\). Since \(\alpha-\alpha^*=2i\,\mathrm{Im}\,\alpha\), these read \(\mathrm{Re}\,\alpha=\tfrac12\sqrt{k/\kappa}\) and \(\mathrm{Im}\,\alpha=\tfrac12\sqrt{\kappa/k}\), so

\[ |\alpha|^2=\frac14\left(\frac k\kappa+\frac\kappa k\right)=\frac{k^2+\kappa^2}{4k\kappa},\qquad |\alpha|^{-4}=P. \tag{24} \]

Equation (23) then reproduces (12).

We now have the exact transmission of the rectangular barrier, its opaque limit with a bounded error, and the result that abrupt faces give a symmetric opaque barrier the prefactor \(P\). What remains is to find the prefactor for smooth edges, compare the WKB estimate with the exact result, and work through a numerical example.
